Seraphin Coefficients of a Bulk Semiconductor at Normal Incidence

**1. What symmetry fixes**

Light of vacuum wavelength λ falls from air at normal incidence on a semiconductor that fills the half-space z > 0. The material is homogeneous, isotropic and non-magnetic, and the index of air is taken as 1. A half-space has no thickness to compare with λ, so its reflectance R can depend on the material only through the dimensionless dielectric function at that wavelength,

ε = ε₁ + iε₂ = N², N = n + ik. (1)

The time factor is exp(−iωt). Absorption then means ε₂ > 0 and k > 0, and n ≥ 0. If a modulation changes ε slightly and uniformly throughout the half-space, the relative change of R must, to first order, have the form

ΔR/R = α Δε₁ + β Δε₂, (2)

where α and β, the Seraphin coefficients, are dimensionless functions of n and k.

Symmetry also decides β in a transparent material. The reflected amplitude r is a ratio of expressions in N with real coefficients, as (5) will show. Replacing ε by its complex conjugate therefore replaces N by N* and r by r*, and R = |r|² stays the same:

R(ε₁, −ε₂) = R(ε₁, ε₂). (3)

Near a positive real ε, the root N with n > 0 varies smoothly as ε₂ passes through zero, and so does R. A smooth even function has zero slope at the origin, so β = 0 there. The negative values of ε₂ serve as a mathematical continuation; a passive material need not reach them. Near a negative real ε the root with n > 0 jumps from +i|N| to −i|N| as ε₂ changes sign. R then has a kink at ε₂ = 0, and the argument gives no zero slope. "Transparent" must therefore mean k = 0 with n > 0; the condition ε₂ = 0 is not enough.

**2. The reflected amplitude**

Let k₀ = 2π/λ. For unit incident amplitude, the electric field is

E = exp(ik₀z) + r exp(−ik₀z) in air, E = t exp(iNk₀z) in the material. (4)

The tangential electric field is continuous at z = 0, so 1 + r = t. The tangential magnetic field, proportional to dE/dz in non-magnetic media, is also continuous, so 1 − r = Nt. Eliminating t gives 1 − r = N(1 + r), and hence

r = (1 − N)/(1 + N), R = |r|² = [(n − 1)² + k²]/[(n + 1)² + k²]. (5)

**3. The coefficients**

Since R is a product, its logarithm is convenient. From (5),

d ln r = −dN/(1 − N) − dN/(1 + N) = −2dN/(1 − N²) = 2dN/(N² − 1). (6)

Equation (1) gives dε = 2N dN, so dN = dε/(2N), and

d ln r = dε/[N(ε − 1)]. (7)

Because ln R = ln r + ln r* = 2 Re ln r, the relative change of reflectance is

dR/R = Re(C dε), C = 2/[N(ε − 1)]. (8)

Writing out the real part,

Re[(Re C + i Im C)(dε₁ + i dε₂)] = Re C dε₁ − Im C dε₂.

The minus sign comes from i² = −1. Comparison with (2) gives

α = Re C, β = −Im C. (9)

To make these explicit, expand the denominator of C:

N(ε − 1) = N³ − N = (n³ + 3in²k − 3nk² − ik³) − (n + ik) = A + iB,

A = n(n² − 3k² − 1), B = k(3n² − k² − 1). (10)

Then C = 2/(A + iB) = 2(A − iB)/(A² + B²), and (9) yields

α = 2A/(A² + B²), β = 2B/(A² + B²). (11)

The denominator equals |N|²|ε − 1|². It vanishes at ε = 0, where N is not a differentiable function of ε, and at ε = 1, where R = 0 and a relative change has no meaning. These two points are excluded.

**4. The transparent material**

With k = 0 and n > 0, (10) gives B = 0 and A = n(n² − 1). Therefore

β = 0, α = 2/[n(n² − 1)]. (12)

This is the required result. For n > 1, raising ε₁ increases the mismatch with air and α is positive. For n < 1, raising ε₁ brings the index closer to that of air and α is negative.

The physical reason lies in the phase of the added wave. In a transparent half-space r is real. By (7), a change iΔε₂ gives

Δr/r = iΔε₂/[n(n² − 1)], (13)

which is imaginary. The added reflected wave is 90° out of phase with the original one. It turns the phase of the reflected light but leaves its amplitude unchanged to first order, just as a short side at right angles to a long one leaves the hypotenuse equal to the long side to first order. The power entering the material is thus unchanged to first order; what changes is that this power is now absorbed on its way inward.

Except at n² = 1/3, weak absorption restores β in proportion to k. From (11), β/α = B/A, and for small k

β/α ≈ k(3n² − 1)/[n(n² − 1)]. (14)

**5. The first effect that remains**

The imaginary change still acts at second order, except at ε = 1/3, where the coefficient found below vanishes. Let ε be real and greater than zero, and let ε₂ rise from 0 to x. Put F(ε) = ln r, so that by (7) F′ = ε^(−1/2)(ε − 1)^(−1). A Taylor expansion gives

Δ ln R = 2 Re[ixF′ − x²F″/2] = −x²F″, (15)

since F′ and F″ are real. Differentiating the two factors of F′,

F″ = −F′[1/(2ε) + 1/(ε − 1)] = −F′(3ε − 1)/[2ε(ε − 1)].

To this order Δ ln R equals ΔR/R, because the square of Δ ln R is of order x⁴. Hence

ΔR/R = x²(3ε − 1)/[2ε^(3/2)(ε − 1)²]. (16)

For n > 1 this is positive: weak absorption slightly raises the reflectance.

**6. Two cases that mark the limits of the statement**

First, let ε₂ = 0 but ε₁ < 0. Then n = 0, N = ik and R = 1: the material reflects totally without absorbing. Equations (10) and (11) give A = 0, B = −k(k² + 1), and

α = 0, β = −2/[k(k² + 1)]. (17)

Here β is the slope towards positive ε₂. A real change of ε leaves the reflection total, while added absorption removes power at first order. In (7) the factor i of the change cancels the i in N, so Δr/r is real and negative.

Second, β = 0 does not prove transparency. By (10), B also vanishes for k > 0 when

k² = 3n² − 1. (18)

Such a material absorbs, yet the wave added by Δε₂ is again 90° out of phase with the reflected one. Substituting (18) into A gives A = −2n(4n² − 1), which is not zero because (18) requires n² > 1/3. The response to Δε₁ therefore survives.

**7. Numbers near and above a band gap**

Take rough room-temperature optical constants in the regime of GaAs at three photon energies, and choose Δε₁ = Δε₂ = 0.001 at each. Equal changes are used to compare the coefficients; they do not represent a measured modulation spectrum.

At 1.38 eV (898.4 nm), just below the gap, n = 3.60 and k = 0. Then

A = 3.60 × (12.96 − 1) = 43.056, α = 2/43.056 = 0.04645, β = 0.

The linear signal is 0.04645 × 0.001 = 4.645 × 10⁻⁵. Recomputing R from (5) with both changes present gives 4.6452 × 10⁻⁵, against 4.6451 × 10⁻⁵ from (2). If Δε₂ acted alone, the second-order term (16), with coefficient 0.00284, would give 2.84 × 10⁻⁹, smaller than the signal by a factor of about 16,000. With equal real and imaginary changes, (Δε)² is imaginary and F″ is real, so the second-order term Re[F″(Δε)²] of ln R cancels; the remaining difference, about 1.1 × 10⁻⁹, is half the square of the linear signal.

At 1.50 eV, just above the gap, n = 3.67 and k = 0.08. Then A = 45.690 and B = 3.152, so α = 0.04357 and β = 0.00301. The ratio β/α is 0.069, and (14) gives the same value to two digits. For equal changes, about 94% of the signal still comes from Δε₁.

At 3.00 eV, near a strong interband transition, n = 4.50 and k = 2.00:

A = 4.50 × (20.25 − 12 − 1) = 32.625,

B = 2.00 × (60.75 − 4 − 1) = 111.500.

With A² + B² ≈ 13,497, these give α = 0.00483 and β = 0.01652. The imaginary change now carries more than three times the weight of the real one. The phase of Δr/r caused by Δε₂ shows the same transfer: it is 90° at 1.38 eV, 86° at 1.50 eV and 16° at 3.00 eV. The added wave has come nearly into step with the original reflection.

**8. Modulation of finite depth**

The result β = 0 assumes that ε changes throughout the half-space. Suppose instead that it changes by Δε in a surface layer of thickness w, with the original material below. Two waves are then added to r at first order.

The first comes from the altered front face. Multiplying (7) by r and using ε − 1 = (N − 1)(N + 1),

δr(front) = −Δε/[N(1 + N)²]. (19)

The second comes from the lower edge of the layer, whose reflection amplitude is ΔN/(2N) = Δε/(4N²). The light crosses the front face inward with amplitude 2/(1 + N) and outward with 2N/(1 + N), a product of 4N/(1 + N)². The round trip adds the factor exp(iφ), with φ = 4πNw/λ, so

δr(edge) = exp(iφ) Δε/[N(1 + N)²]. (20)

Further reflections from the lower edge are of higher order in Δε. The sum of (19) and (20) is (19) multiplied by 1 − exp(iφ), so C in (8) acquires this factor. In a transparent host, where C and φ are real, (9) gives

α_w = C(1 − cos φ), β_w = C sin φ. (21)

At 1.38 eV and w = 100 nm, φ = 5.035 rad, α_w = 0.03171 and β_w = −0.04405. The imaginary coefficient has become the larger in magnitude. For the chosen equal changes the signal is (3.17 − 4.41) × 10⁻⁵ ≈ −1.2 × 10⁻⁵, opposite in sign to the half-space value.

With an abrupt lower edge, both coefficients oscillate as w grows. For a change that fades as exp(−z/L), write the profile as a superposition of layers of thickness w with weights exp(−w/L)/L. With q = 4πnL/λ, the factor multiplying C becomes

∫₀^∞ (dw/L) exp(−w/L)[1 − exp(iqw/L)] = 1 − 1/(1 − iq) = (q² − iq)/(1 + q²),

and therefore

α_L = Cq²/(1 + q²), β_L = Cq/(1 + q²). (22)

For L = 100 nm, α_L = 0.04469 and β_L = 0.00887. The signal from equal changes is 5.36 × 10⁻⁵, about 15% above the half-space value. Since β_L/α_L = 1/q, this profile needs q > 100, or L above about 2 μm here, to bring the ratio below 1%. In the opposite limit, q ≪ 1, β_L exceeds α_L: a very shallow modulation in a transparent host is read mainly through its imaginary part.

Absorption in the host suppresses the wave from the lower edge, because |exp(iφ)| = exp(−4πkw/λ). The intensity penetration depth λ/(4πk) is 16.4 nm at 3.00 eV, so for w = 100 nm this factor is about 0.002 and the half-space coefficients apply well. At 1.50 eV the depth is 822 nm and the factor is about 0.89; the same layer cannot be treated as a half-space.

**9. A surface oxide and the back face of a wafer**

A thin transparent film also spoils the phase relation behind β = 0. Let Y be the ratio of magnetic to electric field, in units where Y = 1 for a forward wave in air. Maxwell's equations give dE/dz = ik₀H and dH/dz = ik₀εE, so

dY/dz = ik₀(ε − Y²). (23)

At the bottom of a film of index f and thickness d, Y = N. To first order in δ = k₀d, its value at the top is

Y_s = N + iδ(N² − f²). (24)

The reflected amplitude is (1 − Y_s)/(1 + Y_s), so (6) holds with Y_s in place of N. Two factors change: dY_s = (1 + 2iδN)dN, and

Y_s² − 1 ≈ (N² − 1)[1 + 2iδN(N² − f²)/(N² − 1)].

Their quotient multiplies C by

1 + 2iδN[1 − (N² − f²)/(N² − 1)] = 1 + 2iδN(f² − 1)/(N² − 1).

For a transparent substrate, (9) then gives

β/α = −(4πnd/λ)(f² − 1)/(n² − 1). (25)

With f = 1.8 and d = 2 nm at 1.38 eV, the ratio is −0.019, the same to this precision as the full film calculation.

A polished wafer has a second face, which returns light through the modulated layer. Let T be the fraction of intensity surviving one passage through the wafer, and add the bounces without interference:

R_tot = R + (1 − R)²RT²[1 + R²T² + …] = R + (1 − R)²RT²/(1 − R²T²). (26)

Absorption in the modulated layer reduces T by the fraction ℓ. Since Δk = Δε₂/(2n),

ℓ = 4πΔk w/λ = 2πΔε₂w/(nλ). (27)

Thus T² changes by −2ℓT². The derivative of T²/(1 − R²T²) with respect to T² is 1/(1 − R²T²)², so

ΔR_tot = −2ℓ(1 − R)²RT²/(1 − R²T²)². (28)

This estimate counts the attenuation of the returning light alone, with the transmission of the front face held fixed. For w = 100 nm, ℓ = 1.94 × 10⁻⁴. If the wafer is otherwise transparent, T = 1, and (28) gives ΔR_tot/R_tot = −1.47 × 10⁻⁴. That is 3.2 times the half-space signal in magnitude, each being taken relative to its own reflectance. So a response to Δε₂ can exceed the half-space signal even though β = 0 for a uniformly modulated half-space. The front response (21) and the layer's effect on the transmission and internal reflection of the front face also enter at first order, so (28) is an estimate of one contribution, not the full response. With all of these included, the response to Δε₂ alone for w = 100 nm and T = 1 is about −1.6 × 10⁻⁴, so the conclusion stands.

**10. The model beside a real GaAs sample**

The optical constants above are rough, and 1.38 eV lies only a little below the room-temperature gap of about 1.4 eV, so some absorption remains. A rough tail of 30 cm⁻¹ corresponds to k = 2.1 × 10⁻⁴ and, in the half-space formula, to β/α = 1.9 × 10⁻⁴, which is negligible. Over a 350 μm wafer the same tail matters more: it reduces the back-face term to −2.1 × 10⁻⁵, still 0.46 of the half-space signal in magnitude. Uniform modulation is also a doubtful assumption. In electroreflectance or photoreflectance the modulated surface field can be confined to a depth of the order of 100 nm at moderate doping, and at a depth of exactly 100 nm (21) and (22) move β from zero to −0.044 or +0.009. These values depend on the depth as well as on the profile: the abrupt-layer β swings between −0.046 and +0.046 as w runs from 50 to 200 nm. Neither profile is that of a depletion layer, where the field falls roughly linearly and Δε depends nonlinearly on the field, so the numbers indicate the possible size of β, not its value or sign in a sample. Below the gap, if Δε₂ is comparable with Δε₁, a signal can therefore be read as Δε₁ alone when the modulation is deep and gradual enough for β to be small, the oxide is thin, and light from the back face is kept from the detector. The numerical output lists the half-space values at all three photon energies and the corrections at 1.38 eV.

Numbers as computed

```
chosen changes: d_eps1 = 0.0010, d_eps2 = 0.0010 (no unit)
--- photon energy 1.38 eV, wavelength 898.4 nm
n = 3.60, k = 0.00, eps1 = 12.9600, eps2 = 0.0000
A = 43.056, B = 0.000 (no unit)
reflectance R = 0.3195
alpha = 0.04645, beta = 0.00000 (no unit)
alpha*d_eps1 = 4.645e-05, beta*d_eps2 = 0.000e+00
dR/R linear = 4.6451e-05, recomputed directly = 4.6452e-05
phase of dr/r caused by d_eps2 = 90.00 degrees
--- photon energy 1.50 eV, wavelength 826.6 nm
n = 3.67, k = 0.08, eps1 = 13.4625, eps2 = 0.5872
A = 45.690, B = 3.152 (no unit)
reflectance R = 0.3271
alpha = 0.04357, beta = 0.00301 (no unit)
alpha*d_eps1 = 4.357e-05, beta*d_eps2 = 3.005e-06
dR/R linear = 4.6571e-05, recomputed directly = 4.6571e-05
phase of dr/r caused by d_eps2 = 86.05 degrees
intensity penetration depth = 822.2 nm
--- photon energy 3.00 eV, wavelength 413.3 nm
n = 4.50, k = 2.00, eps1 = 16.2500, eps2 = 18.0000
A = 32.625, B = 111.500 (no unit)
reflectance R = 0.4745
alpha = 0.00483, beta = 0.01652 (no unit)
alpha*d_eps1 = 4.835e-06, beta*d_eps2 = 1.652e-05
dR/R linear = 2.1357e-05, recomputed directly = 2.1356e-05
phase of dr/r caused by d_eps2 = 16.31 degrees
intensity penetration depth = 16.4 nm
--- neglected effects at the first photon energy
second-order coefficient of d_eps2^2 = 0.00284 (no unit)
second-order dR/R from d_eps2 = 2.84e-09
modulation depth = 100 nm, round-trip phase = 5.035 rad
abrupt layer: alpha = 0.03171, beta = -0.04405
exponential profile: alpha = 0.04469, beta = 0.00887
oxide: index 1.8, thickness 2.0 nm
oxide beta/alpha: exact -0.0189, thin-film -0.0189
rough absorption tail = 30 cm^-1, k = 2.14e-04
absorption tail: beta/alpha = 1.89e-04
wafer thickness = 350 um, layer loss per pass = 1.943e-04
back face, no tail: total R = 0.4842, dR/R = -1.472e-04, ratio to front signal = -3.17
back face, with tail: total R = 0.3378, dR/R = -2.136e-05, ratio to front signal = -0.46
```
